\section*{When Flexural Phonons Make Mobility Depend on a Long-Wavelength Cutoff}

\section{The question}

A sheet with horizontal mirror symmetry looks the same after its height $h$ is reversed, so its electron energies cannot contain a term linear in $h$. Without that symmetry a linear term is allowed, and flexural phonons, whose frequency falls as the square of the wave number $q$, are thermally abundant at long wavelength. Why can this make the scattering rate of an ideal infinite sheet diverge, and when does the divergence reach the mobility?

The algebra uses atomic units, with temperature $T$ an energy. Carriers are dilute and nondegenerate in one isotropic band, $E=k^2/2m$. The sheet is harmonic, spin-orbit coupling is neglected, and scattering is treated by the golden rule.

\section{What the electron feels}

Let the first-order matrix element be $g(q)h_q$, with $g\simeq Gq^s$ at small $q$. The power $s$ decides everything that follows.

Take atoms $i,j$ joined by a bond of length $r$, with horizontal part $\mathbf d$ and vertical part $\Delta z$. Displacements $\mathbf u$ change its length by
\begin{equation}
\delta r=\frac{\mathbf d\cdot(\mathbf u_j-\mathbf u_i)_\parallel+\Delta z\,(u_j-u_i)_z}{r}.
\end{equation}
If atoms move vertically only, $(u_j-u_i)_z\simeq\mathbf d\cdot\nabla h$, and a buckled bond changes in proportion to the slope, suggesting $s=1$. But a uniform slope is a rigid rotation, in which an atom at height $z$ also moves sideways by $-z\nabla h$. The first term is then $-\Delta z\,\mathbf d\cdot\nabla h$ and cancels the second. The true acoustic mode contains this sideways motion.

Curvature comes next. A layer at height $z$ acquires the strain $-z\,\partial_i\partial_jh$, so upper and lower layers are strained oppositely. A band with unequal weight on them shifts in proportion to $\nabla^2h$, which gives $s=2$. An inversion centre forbids this shift: inversion reverses the curvature and takes $\mathbf k$ to $-\mathbf k$, and time reversal brings $\mathbf k$ back, so without spin-orbit coupling the shift must equal its own negative. (With that coupling, opposite shifts of the two spins remain possible.) A free sheet with short-range forces therefore needs broken inversion, besides the broken mirror, to have $s=2$.

A buckled honeycomb lattice, with springs and distance-dependent hopping between first and second neighbours, tests this. Between $q=0.01$ and $0.02$ inverse lattice constants its own phonon mode gives a coupling power of 1.99 without inversion and 2.97 with it. Vertical motion alone gives 1.01.

A perpendicular field $F$ from fixed plates is different. Raising the sheet changes the electron's potential energy by $Fh$, so $g\to F$ and $s=0$. The field breaks the mirror symmetry, and the plates also define a height in the laboratory, so the rotation argument no longer applies.

\section{From phonons to a rate}

For mass per area $\rho$, bending rigidity $\kappa$ and net tension $\sigma$,
\begin{equation}
\rho\omega_q^2=\kappa q^4+\sigma q^2 .
\end{equation}
In a sheet of area $A$ the squared height amplitude of one quantum is $1/(2\rho\omega_qA)$. Absorption carries the factor $n_q$ and emission $n_q+1$. When $\omega_q\ll T$ and $\omega_q\ll E$, both processes are nearly elastic and $2n_q+1\simeq2T/\omega_q$, so that
\begin{equation}
\Gamma=2\pi\sum_{\mathbf q}\frac{|g(q)|^2T}{A\rho\omega_q^2}\,
\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}).
\end{equation}
Replace the sum by $A\int k'dk'\,d\theta/(2\pi)^2$. Since $k'dk'=m\,dE'$, the energy integral gives $m$, and
\begin{equation}
\Gamma=\frac{m}{2\pi}\int_{-\pi}^{\pi}d\theta\,
\frac{|g(q)|^2T}{\rho\omega_q^2},\qquad q=2k\left|\sin\frac{\theta}{2}\right| .
\label{total}
\end{equation}
The mass density cancels from $\rho\omega_q^2$: what scatters the electron is the thermal height fluctuation.

The current needs a different average. Let the field-driven part of the distribution be $f_1\cos\theta$ and let $W(\alpha)$ be the rate per angle for a turn $\alpha$. The collision term is
\begin{equation}
f_1\int d\alpha\,W(\alpha)\left[\cos(\theta+\alpha)-\cos\theta\right]
=-f_1\cos\theta\int d\alpha\,W(\alpha)(1-\cos\alpha),
\end{equation}
because the part containing $\sin\alpha$ is odd and integrates to zero. The momentum-relaxation rate $\Gamma_{\rm tr}$ is thus Eq.~(\ref{total}) with the extra factor $1-\cos\theta=q^2/2k^2$.

Without tension the integrand of $\Gamma$ is proportional to $q^{2s-4}$. At small angle $q\simeq k|\theta|$, so the integrals behave as
\begin{equation}
\Gamma\sim\int dq\,q^{2s-4},\qquad
\Gamma_{\rm tr}\sim\int dq\,q^{2s-2}.
\end{equation}
The first diverges for $s\le3/2$, the second for $s\le1/2$. The three cases now separate. Curvature coupling has two finite rates. A linear coupling has an infinite total rate, made of collisions that hardly turn the electron, and a finite mobility. Field coupling makes both rates diverge, and here the mobility needs a cutoff.

\section{The rates with a cutoff}

Exclude angles below $\theta_c$ and write $c=\cot(\theta_c/2)$. With $u=\theta/2$ and $\csc^2u=1+\cot^2u$, the two angular integrals, counting both signs of $\theta$, are
\begin{align}
\int\frac{d\theta}{q^2}&=\frac1{k^2}\int_{\theta_c/2}^{\pi/2}\csc^2u\,du
=\frac{c}{k^2},\\
\int\frac{d\theta}{q^4}&=\frac1{4k^4}\int_{\theta_c/2}^{\pi/2}\csc^4u\,du
=\frac{c+c^3/3}{4k^4}.
\end{align}
For $\sigma=0$ they give
\begin{align}
s=0:&\quad \Gamma=\frac{mTF^2}{8\pi\kappa k^4}\left(c+\frac{c^3}{3}\right),
&\Gamma_{\rm tr}&=\frac{mTF^2}{4\pi\kappa k^4}\,c,\\
s=1:&\quad \Gamma=\frac{mTG^2}{2\pi\kappa k^2}\,c,
&\Gamma_{\rm tr}&\to\frac{mTG^2}{2\kappa k^2},\\
s=2:&\quad \Gamma\to\frac{mTG^2}{\kappa},
&\Gamma_{\rm tr}&\to\frac{mTG^2}{\kappa}.
\end{align}
Arrows mark the limit $\theta_c\to0$. For a small cutoff wave number $q_c=2k\sin(\theta_c/2)$, $c\simeq2k/q_c$, so field coupling gives $\Gamma_{\rm tr}\propto1/q_c$.

Tension is a smooth physical cutoff. Define $q_\sigma=\sqrt{\sigma/\kappa}$. For field coupling the momentum weight cancels one factor $q^2$, leaving
\begin{equation}
\Gamma_{\rm tr}=\frac{mTF^2}{4\pi\kappa k^2}
\int_{-\pi}^{\pi}\frac{d\theta}{2k^2(1-\cos\theta)+q_\sigma^2}.
\end{equation}
Use $\int_{-\pi}^{\pi}d\theta/(a-b\cos\theta)=2\pi/\sqrt{a^2-b^2}$ with $a=2k^2+q_\sigma^2$ and $b=2k^2$. Since $a^2-b^2=q_\sigma^2(4k^2+q_\sigma^2)$,
\begin{equation}
\Gamma_{\rm tr}=\frac{mTF^2}
{2\kappa k^2q_\sigma\sqrt{4k^2+q_\sigma^2}} .
\label{tension}
\end{equation}
The total rate is not cured: at small $q$ its integrand is still $1/(\sigma q^2)$, so it grows as the inverse of the smallest wave number.

Other cutoffs change a numerical factor. At small angle $\Gamma_{\rm tr}$ is proportional to $\int dq\,q^2S(q)$, where $S=q^{-4}$ in the ideal sheet. A sharp cutoff gives $1/q_c$ and tension gives $\pi/2q_\sigma$. A substrate spring $K$ per area, with $q_0=(K/\kappa)^{1/4}$, gives $\int_0^\infty q^2dq/(q^4+q_0^4)=\pi/(2\sqrt2\,q_0)$. Mobile carriers of density $n$ respond as $n/T$ to a static potential. At wave numbers well above the inverse distance to the plates they interact through $2\pi/q$, so in a mean-field treatment they reduce $F$ to $Fq/(q+q_s)$ with $q_s=2\pi n/T$. Then $\int_0^\infty dq/(q+q_s)^2=1/q_s$. When $1/q_s$ is shorter than the carrier spacing, this treatment is reliable only at wavelengths well above that spacing. Within its range, screening turns $s=0$ into $s=1$ for $q\ll q_s$, down to the inverse plate distance. Below that, charges in the plates make the interaction tend to a constant, and $s=0$ returns with reduced strength.

\section{The mobility}

In two dimensions the density of states is constant and the average of $v_x^2$ over angle is $E/m$. The Boltzmann current, with $x=E/T$, gives
\begin{equation}
\mu=\frac1m\int_0^\infty dx\,x\,e^{-x}\,\frac{1}{\Gamma_{\rm tr}(xT)} .
\end{equation}
For $q_\sigma\ll k$, Eq.~(\ref{tension}) gives $1/\Gamma_{\rm tr}=4\kappa k^3q_\sigma/(mTF^2)$. Insert $k^3=(2mTx)^{3/2}$, use $\int_0^\infty x^{5/2}e^{-x}dx=15\sqrt\pi/8$, and replace $\kappa q_\sigma$ by $\sqrt{\kappa\sigma}$:
\begin{equation}
\mu_F=\frac{4\kappa q_\sigma(2mT)^{3/2}}{m^2TF^2}\,\frac{15\sqrt\pi}{8}
=\frac{15\sqrt{2\pi}}{F^2}\sqrt{\frac{\kappa\sigma T}{m}} .
\label{mobility}
\end{equation}
Within this model the mobility vanishes as $\sqrt\sigma$ when the net tension of an infinite sheet goes to zero. A sharp cutoff is unsuitable for this average: carriers with $2k<q_c$ would not scatter at all, and their infinite relaxation time would make the integral infinite.

Curvature coupling has an energy-independent rate. Since $\int_0^\infty xe^{-x}dx=1$, it gives
\begin{equation}
\mu_G=\frac{\kappa}{m^2TG^2}
\end{equation}
at zero tension, with no cutoff.

\section{Numbers for a suspended sheet}

Take $T=0.02585$ eV (300 K), half the free-electron mass, $\kappa=10$ eV, $\sigma=0.002$ eV/\AA$^2$ and $F=0.5$ MV/cm, a force of 0.005 eV/\AA\ on the electron. Then $\sqrt{\kappa\sigma}=0.1414$ eV/\AA\ and $\sqrt{T/m}=9.54\times10^4$ m/s. Equation~(\ref{mobility}) becomes
\begin{equation}
\mu_F=37.6\times\frac{0.1414}{(0.005)^2}\,\frac{\text{\AA}}{\rm V}
\times9.54\times10^4\,\frac{\rm m}{\rm s}
\simeq2.0\times10^4\ {\rm cm^2/Vs}.
\end{equation}
The full average, with phonon energies kept, gives the same value to this accuracy, although $q_\sigma=0.014$ \AA$^{-1}$ is a quarter of the thermal wave number, 0.058 \AA$^{-1}$. For an infinite sheet with everything else fixed, lowering the tension by factors of 100 and 10,000 gives about 2000 and 200 cm$^2$/Vs. In a sheet of finite size $L$ this fall stops once $q_\sigma$ drops below about $2\pi/L$.

For a curvature coupling $G=5$ eV\,\AA, $\mu_G$ is about 550 cm$^2$/Vs, and 560 with the tension included. In this example the finite mechanism is the stronger one. The two amplitudes also interfere. The cross term $2FGq^2$, relative to $G^2q^4$, changes the momentum-relaxation rate by about $F/(Gk^2)$, which at the thermal wave number is $0.005/(5\times0.058^2)\simeq0.3$. With the bare field the combined mobility is 440 cm$^2$/Vs for equal signs and 640 for opposite signs. The in-plane polarization discussed below weakens the field coupling and narrows these values to about 510 and 570. Reversing the field still matters more than $\mu_F$ alone suggests.

\section{Where the model gives way}

\textbf{Strength of the potential.} With smallest wave number $q_L=2\pi/L$,
\begin{equation}
\langle h^2\rangle=\int_{q_L}^\infty\frac{q\,dq}{2\pi}\,
\frac{T}{\kappa q^4+\sigma q^2}
=\frac{T}{4\pi\sigma}\ln\left(1+\frac{q_\sigma^2}{q_L^2}\right).
\end{equation}
For $L=10^4$ \AA\ the root-mean-square height is 2.5 \AA\ and the field potential is $0.49\,T$. The momentum-relaxation rate is only $0.015\,T$, but the total rate is $6.7\,T$, too large to be read as a level width. So $\mu_F$ is an estimate. At a tension 100 times lower the logarithm falls from 6.2 to 1.8, and the potential rises to $0.49\sqrt{100\times1.8/6.2}\simeq2.6$ times $T$. These are harmonic estimates, and the low-tension mobilities show the trend of the harmonic formula, not reliable values for a real sheet.

\textbf{Polarization.} An in-plane polarizability $\alpha$ reduces the field coupling to $F/(1+r_0q)$, with $r_0=2\pi\alpha$, because the induced charge $-\alpha q^2\phi$ creates the potential $-2\pi\alpha q\phi$. For $r_0=40$ \AA\ this raises $\mu_F$ to $4.7\times10^4$ cm$^2$/Vs, the largest correction computed here at this tension. It leaves the limit $q\to0$, and hence the divergence, intact. A tilted sheet also gains the energy $-\frac12\alpha F^2|\nabla h|^2$, which lowers the tension by at most $1.1\times10^{-5}$ eV/\AA$^2$. The symbol $\sigma$ means what remains; if it is negative, the infinite flat sheet is unstable.

\textbf{Anharmonicity.} Bending that cannot be relieved by in-plane motion costs stretching energy, set by the two-dimensional Young modulus. For 8 eV/\AA$^2$, a one-loop estimate of the added stiffness, which leaves the tension out of the loop and so overstates the effect, raises $\mu_F$ to $2.6\times10^4$ cm$^2$/Vs; with the tension kept in the loop the value is only $2.2\times10^4$ cm$^2$/Vs. If the rigidity instead grows as $q^{-\eta}$ at long wavelength, the momentum integral for field coupling becomes $\int dq\,q^{\eta-2}$. For $\eta<1$ the divergence is weakened but remains. At low tension this stiffening dominates: a self-consistent estimate, in which the height fluctuations also soften the Young modulus from the same starting value, gives roughly 4500 and 1600 cm$^2$/Vs for an infinite sheet in place of the harmonic 2000 and 200, so the mobility then falls much more slowly than $\sqrt\sigma$. Even with this stiffening the field potential for $L=10^4$ \AA\ is about $1.5\,T$ at these tensions, so these values too are only estimates.

\textbf{Carriers.} A height wave lowers the free energy of the carriers by $nF^2h^2/2T$ per area. Before screening, this balances the tension energy $\sigma q_L^2h^2/2$ at $n=T\sigma q_L^2/F^2\simeq8\times10^9$ cm$^{-2}$. With distant plates, screening limits the gain to $F^2/(2\pi\sigma q_L)\simeq0.2$ of the tension energy, so this sheet does not reach the balance. The ratio scales as $1/\sigma$: at a tension 100 times lower it is about 20, and the harmonic balance is reached near $10^8$ cm$^{-2}$, about one carrier in a sheet of this size. Screening also changes the mobility, and the dilute results apply well below that density. The mean-field $q_s$ reaches $q_\sigma$ near $4\times10^{10}$ cm$^{-2}$, but $1/q_s\simeq70$ \AA\ is then well below the carrier spacing of 500 \AA, so the formula is no longer reliable at that wave number.

These parameters are rough values for a suspended two-faced dichalcogenide monolayer, which lacks both mirror and inversion symmetry. The coupling $G$ is the least certain: it stands for a deformation energy of several eV times an offset of about 1 \AA, and $\mu_G$ varies as $1/G^2$. The mobilities count scattering by single flexural phonons alone; pairs of flexural phonons, other phonons and charged defects would lower them. A density of $10^{12}$ cm$^{-2}$ breaks the dilute assumption. The mean-field formula then gives a screening length $1/q_s$ of about 3 \AA, far below the carrier spacing of 100 \AA, so it cannot be used at the thermal wave number, and the mobilities above do not carry over to this density. A supporting substrate adds the spring cutoff as well. A cutoff-controlled mobility therefore needs a clean, weakly stretched, nearly carrier-free sheet in a fixed perpendicular field, and also curvature coupling and other scattering weak enough not to dominate. The example does not meet this last condition: once stiffening is included, curvature coupling remains the stronger mechanism at all three tensions.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K
Thermal energy: 0.02585 eV
Band mass: 0.5 electron masses
Bending rigidity: 10 eV
Net tension: 0.002 eV/angstrom^2
Mass density: 18 u/angstrom^2
Perpendicular field: 0.5 MV/cm
Curvature coupling: 5 eV angstrom
2D Young modulus: 8 eV/angstrom^2
In-plane polarization length: 40 angstrom
Sheet size: 1e+04 angstrom
Lattice: power of q in phonon frequency: 2
Lattice: power in coupling, no inversion: 1.993
Lattice: power in coupling, with inversion: 2.974
Lattice: power in coupling, vertical motion only: 1.014
Lattice: power in coupling, fixed field: 0
Shell growth exponent, s=0: total 3.000, momentum 1.000
Shell growth exponent, s=1: total 1.000, momentum -1.000
Shell growth exponent, s=2: total -1.000, momentum -3.000
Assumed stiffening exponent eta: 0.8
Momentum shell growth, s=0, stiffened: 0.2
Total-rate shell growth, s=0, with tension: 1
Thermal wave number: 0.05825 1/angstrom
Tension wave number: 0.01414 1/angstrom
Field-limited mobility at tension 2.0e-03 eV/angstrom^2: 2.034e+04 cm2/Vs (law 2.028e+04)
Field-limited mobility at tension 2.0e-05 eV/angstrom^2: 2028 cm2/Vs (law 2028)
Field-limited mobility at tension 2.0e-07 eV/angstrom^2: 202.8 cm2/Vs (law 202.8)
Curvature-limited mobility, no tension: 546.1 cm2/Vs
Curvature-limited mobility, with tension: 559.7 cm2/Vs
Both couplings, same sign: 436.9 cm2/Vs
Both couplings, opposite sign: 643.1 cm2/Vs
Field-limited, with in-sheet polarization: 4.723e+04 cm2/Vs
Anharmonic wave number: 0.01111 1/angstrom
Field-limited, one-loop stiffening: 2.591e+04 cm2/Vs
Rms height: 2.531 angstrom
Rms field potential / thermal energy: 0.4896
Momentum broadening / thermal energy: 0.01457
Total-rate broadening / thermal energy: 6.654
Largest phonon energy / thermal energy: 0.02548
Field softening of tension, upper bound: 1.105e-05 eV/angstrom^2
Density where screening equals tension cutoff: 4.041e+10 cm^-2
Density where unscreened carriers unbalance sheet: 8.165e+09 cm^-2
\end{verbatim}
